Contact resistivity from the spacing-axis intercept when contacts are short

**The argument under review**

The argument concerns ohmic contacts to a thin conducting layer. Pairs of identical contacts, each d = 50 nm long in the direction of current flow and W = 1000 nm wide, are placed at different spacings L. The total resistance R of each pair is:

L = 100 nm: R = 53.279 Ω
L = 200 nm: R = 63.279 Ω
L = 400 nm: R = 83.279 Ω
L = 800 nm: R = 123.279 Ω

The argument then runs as follows.

(a) The points lie on a straight line of slope (123.279 − 53.279)/700 = 0.1000 Ω/nm. The slope is Rs/W, so the sheet resistance of the layer is Rs = 0.1000 × 1000 = 100 Ω per square.

(b) At zero spacing the line gives 53.279 − 0.1000 × 100 = 43.279 Ω, which is the resistance of two contacts. It therefore meets the spacing axis at L = −43.279/0.1000 = −432.8 nm.

(c) The intercept lies at minus twice the transfer length LT, the distance over which current passes from the layer into the metal. Hence LT = 216.4 nm.

(d) Since LT² = ρc/Rs, the contact resistivity is ρc = Rs LT² = 100 Ω × (2.164 × 10⁻⁵ cm)² = 4.68 × 10⁻⁸ Ω cm².

Steps (a) and (b) are sound. The definition used in (d) is also sound. The question is whether (c) holds for these contacts, and what becomes of ρc if it does not. One feature of the result already calls for caution: the inferred transfer length is 4.33 times the length of the contact itself. A transfer length longer than the contact is not impossible, since LT = √(ρc/Rs) is fixed by the materials and not by the contact length. But it can then no longer be the actual distance over which the current enters the metal, and a relation based on that picture needs checking.

The straightness of the line is no defence of (c). All the pairs share the same contact length, so the contacts add the same constant to every resistance. The line is straight whatever that constant means.

**What a contact of finite length does**

Assume that the interface is ohmic and uniform, that the metal is an equipotential, and that the layer is thin enough for its potential to depend on the position x alone. Assume also that the layer is as wide as the contact and has the same sheet resistance Rs under the contact as in the gap. The last assumption is relaxed further on.

Take a contact into which current flows from the layer. Let x = 0 be its edge facing the gap and x = d its far end. Let I(x) be the current in the layer, positive towards larger x, and V(x) the potential of the layer relative to the metal. A strip of length dx passes the current (V/ρc) W dx up into the metal, and the layer current falls by that amount:

dI/dx = −W V/ρc.

Ohm's law in the layer gives

dV/dx = −Rs I/W.

Differentiate the second equation and insert the first. The two minus signs cancel:

d²V/dx² = −(Rs/W) dI/dx = (Rs/ρc) V = V/LT², with LT = √(ρc/Rs).

The general solution, written with distances measured from the far end, is

V = A cosh((d − x)/LT) + B sinh((d − x)/LT).

The current follows from I = −(W/Rs) dV/dx. Differentiating (d − x)/LT gives a factor −1/LT, which cancels the minus sign:

I = [W/(Rs LT)] [A sinh((d − x)/LT) + B cosh((d − x)/LT)].

The layer current has nowhere to go beyond the far end, so I(d) = 0. At x = d the sinh vanishes and the cosh equals 1, hence B = 0. With u = d/LT, the values at the front edge are

V(0) = A cosh u,
I(0) = [W/(Rs LT)] A sinh u.

Their ratio is the contact resistance:

Rc = V(0)/I(0) = (Rs LT/W) coth u.

The second contact of the pair has the same resistance, because reversing the current reverses V as well. The total is

R = Rs L/W + 2 (Rs LT/W) coth u.

Setting R = 0 and multiplying by W/Rs gives the intercept:

L = −2a, with a = LT coth(d/LT).

This is what (c) should have said. The length a, half the distance from the origin to the intercept, equals LT only when coth u is close to 1, that is, for contacts long compared with LT. Since coth u > 1 for every finite contact, a is larger than LT in this model.

**The size of the error**

The argument squares a where it should square LT. Its result is

ρapp = Rs a² = Rs LT² coth² u = ρc coth² u.

The resistances quoted at the start are model data. They were obtained by solving Kirchhoff's laws for a network of resistors with Rs = 100 Ω per square and ρc = 1.00 × 10⁻⁸ Ω cm². The true transfer length is therefore

LT = √(10⁻⁸ Ω cm² / 100 Ω) = 10⁻⁵ cm = 100 nm,

and the contacts are half a transfer length long, u = 0.5. Then coth 0.5 = 2.164 and a = 216.4 nm, in agreement with the line fitted to the network data. The overestimate is

ρapp/ρc = 2.164² = 4.68.

The contact resistivity is too high by a factor of about 4.7.

The physical reason is a lack of room. In a long contact the current chooses its own transfer distance, LT. A short contact offers the current only the length d, and its resistance rises. The recipe knows only long contacts, in which a higher resistance means a longer transfer length, and so it reads the raised resistance in that way.

The current density through the interface is V/ρc, so its value at the far end relative to the front edge is V(d)/V(0) = 1/cosh u. For u = 0.5 this is 0.887. The current has not died away by the end of the contact; it crosses almost evenly over the whole length.

**Short and long limits**

For small u, coth u ≈ 1/u + u/3. Multiplying by LT gives

a ≈ LT²/d + d/3.

For the example this is 200 + 16.7 = 216.7 nm, close to the full value of 216.4 nm. When the first term dominates, the recipe returns ρapp ≈ ρc/u² = ρc²/(Rs d²). At fixed Rs and d, halving the true contact resistivity then lowers the reported one by a factor of four, so that even comparisons between processes are distorted.

For large u, put q = exp(−2u), so that coth u = (1 + q)/(1 − q). Because (1 + q)² − (1 − q)² = 4q,

coth² u = 1 + 4q/(1 − q)² ≈ 1 + 4 exp(−2u).

The error disappears exponentially. At u = 3 it is 1.0 %, and at u = 5 it is 0.02 %, both relative to the true value.

The factor 4.7 belongs to the recipe Rs a². Another simple recipe multiplies the contact resistance by the contact area. Here Rc = 43.279/2 = 21.640 Ω, and

Rc W d = Rs LT d coth u = ρc u coth u,

where the last step uses Rs LT² = ρc and d = u LT. At u = 0.5 this gives 1.082 ρc, only 8 % too high, because the current does use nearly the whole area. The area recipe fails in the opposite limit: for long contacts u coth u grows like u, since most of the area carries little current.

**A warning visible in the data**

The ratio u is not known before the analysis, but d and a are. From a = LT coth u,

d/a = u tanh u.

This ratio rises steadily with u, so it shows which regime applies:

u = 0.25: d/a = 0.061, ρapp/ρc = 16.7
u = 0.50: d/a = 0.231, ρapp/ρc = 4.68
u = 1.00: d/a = 0.762, ρapp/ρc = 1.72
u = 2.00: d/a = 1.93, ρapp/ρc = 1.08
u = 3.00: d/a = 2.99, ρapp/ρc = 1.01

Within this model the recipe is less than 5 % too high if d exceeds about 2.2 LT, which corresponds to d/a above about 2.15. The argument under review has d/a = 50/216.4 = 0.231 and is far outside that range.

**The correct extraction**

The data need not be discarded. Instead of setting LT equal to a, one solves

LT coth(d/LT) = a

for LT, with the known contact length d. To see that there is one root and no more, differentiate the left side with respect to LT. The derivative of coth u is −1/sinh² u, and du/dLT = −d/LT² = −u/LT, so

d(LT coth u)/dLT = coth u + u/sinh² u > 0.

The left side rises steadily. It tends to zero as LT → 0 and grows without bound, as LT²/d, when LT → ∞. Every positive a therefore gives a single LT.

For the example it is easiest to solve u tanh u = 0.231. Trying u = 0.5 gives 0.5 × 0.462 = 0.231. Hence LT = 50/0.5 = 100 nm and ρc = 100 Ω × (10⁻⁵ cm)² = 1.00 × 10⁻⁸ Ω cm², the value from which the data were made.

The price of this correction is a need to know d well. Take first an error in a, with d and Rs held fixed. Dividing the derivative above by a/LT = coth u gives

d ln a/d ln LT = 1 + u/(sinh u cosh u) = 1 + 2u/sinh 2u.

Since ρc is proportional to LT² at fixed Rs,

d ln ρc/d ln a = 2/(1 + 2u/sinh 2u).

This tends to 2 for long contacts and to 1 for short ones; at u = 0.5 it is 1.08. If the intercept is taken 10 nm too long, a is 5 nm or 2.3 % too large, and ρc comes out 2.5 % too high.

Now hold a fixed and let d be wrong. The short-contact form of a, solved for LT², gives

ρc ≈ Rs (a d − d²/3).

The first term is the larger, so ρc is nearly proportional to d. Taking d as 55 nm instead of 50 nm raises the extracted value by 9.1 %. For contacts this short, the length of the finished contact matters almost as much as the measured contact resistance.

**When the layer differs under the contact**

A silicide is formed by consuming silicon, so the layer left beneath it can be thinner and more resistive than in the gap. Let its sheet resistance there be Rk, and let Lk = √(ρc/Rk). The derivation of Rc is unchanged except that Rk replaces Rs, while the slope of the line still contains the Rs of the gap. Therefore

a = Rc W/Rs = (Rk/Rs) Lk coth(d/Lk).

Squaring, multiplying by Rs and using Rk Lk² = ρc gives

ρapp = Rs a² = (Rk/Rs) ρc coth²(d/Lk).

Long contacts no longer make the recipe correct: coth² tends to 1, but the factor Rk/Rs remains. If Rk is twice Rs, even a very long contact gives twice the true resistivity.

For the 50 nm contact with Rk = 200 Ω per square and all else unchanged, the recipe gives 5.4 times the true value. The correct extraction of the previous section, which still assumes Rk = Rs, is 7.9 % too high. It suffers little because, for a short contact,

a ≈ (Rk/Rs)(Lk²/d + d/3) = ρc/(Rs d) + (Rk/Rs) d/3,

and Rk appears only in the smaller term. Short contacts are thus informative about ρc, provided that their length enters the analysis and that the flat area W d is the only interface. This model changes Rk alone. A silicide that doubles Rk by consuming half of a 30 nm layer is sunk 15 nm into it and also touches the layer through its front wall. With the same ρc on that wall, a conductance W × 15 nm/ρc = 0.015 S is added in parallel, and Rc falls from 23.2 Ω to 17.2 Ω. The recipe's factor is then 3.0 instead of 5.4, and the extraction with d = 50 nm is 22 % too low instead of 7.9 % too high. For a short recessed contact the wall counts as extra contact area.

**How the example stands beside real contacts**

The parameters are round values in the rough regime of a good silicide contact on a shallow, heavily doped silicon layer. With a layer depth of 30 nm and a rough mobility of 80 cm²/Vs, the sheet resistance implies 2.6 × 10²⁰ carriers per cm³, which is at the high end for silicon. The mobility is optimistic at such a density, so a real layer of this depth would probably have a sheet resistance above 100 Ω per square. At the same ρc and d, that would shorten LT and make the recipe's factor smaller than 4.7: at 150 Ω per square, coth²(d/LT) is 3.4. Of the other departures sized here, the largest is the consumed layer: the assumed doubling of Rk moves the recipe's factor from 4.7 to 5.4 if the front wall of the recessed silicide carries no current, and to about 3 if it conducts like the floor. The size and even the sign of the change depend on how much silicon is consumed, on the wall, and on how the dopants are distributed.

The other departures were estimated one at a time, with the remaining parameters held fixed. The layer is not very thin compared with a 50 nm contact. Solving for the potential through its depth as well raises Rc by 2.6 %, to 22.19 Ω; the recipe's factor becomes 4.9, and the correct extraction is 2.8 % too high. A full-depletion estimate with a band bending of 0.5 eV removes 1.6 nm of the layer under the contact and gives a factor of 4.72; this width is no larger than the mean spacing of the dopants and the layer is degenerate, so it is an order of magnitude only. A silicide of 8 Ω per square, with the current leaving it at the end far from the gap, gives 4.74. At a test current of 10 µA the largest voltage across the interface is 10 µA × 21.64 Ω = 0.22 mV, small against kT/q = 25.9 mV at 300 K, which supports treating the interface as ohmic. Current flowing around the sides of a contact narrower than its layer has not been estimated.

**Assessment**

The fitted line, the sheet resistance and the contact resistance of 21.64 Ω can stand. The transfer length of 216.4 nm and the resistivity of 4.68 × 10⁻⁸ Ω cm² cannot, because step (c) applies a long-contact relation to contacts with d/a = 0.231. The analysis should be repeated with LT coth(d/LT) = a. It should state how d was determined, and give either a measurement of the sheet resistance under the contact or an allowance for its being unknown, and it should say whether the contact is recessed into the layer.

Numbers as computed

```
Sheet resistance Rs: 100 ohm/sq
True contact resistivity: 1.00e-08 ohm cm2
Width W: 1000 nm; contact length d: 50 nm
Transfer length LT: 100.0 nm; d/LT: 0.50
Spacing 100 nm: total resistance 53.279 ohm
Spacing 200 nm: total resistance 63.279 ohm
Spacing 400 nm: total resistance 83.279 ohm
Spacing 800 nm: total resistance 123.279 ohm
Fitted slope: 0.10000 ohm/nm
Fitted resistance at zero spacing: 43.279 ohm
Contact resistance Rc: 21.640 ohm
Spacing-axis intercept: -432.8 nm; -2 LT: -200.0 nm
Apparent transfer length a: 216.4 nm; a/d: 4.33
coth(d/LT): 2.1640; its square: 4.6827
Recipe Rs a^2: 4.683e-08 ohm cm2
Recipe Rs a^2 / true: 4.683
Recipe Rc W d / true: 1.082
Cured LT: 100.00 nm
Cured resistivity: 1.000e-08 ohm cm2
Far-end/front interface current density: 0.887
d/LT 0.25: d/a 0.061, Rs a^2 / true 16.6708
d/LT 0.50: d/a 0.231, Rs a^2 / true 4.6827
d/LT 1.00: d/a 0.762, Rs a^2 / true 1.7241
d/LT 1.50: d/a 1.358, Rs a^2 / true 1.2206
d/LT 2.00: d/a 1.928, Rs a^2 / true 1.0760
d/LT 3.00: d/a 2.985, Rs a^2 / true 1.0100
d/LT 5.00: d/a 5.000, Rs a^2 / true 1.0002
Recipe 5 % high at d/LT: 2.20
d ln rho/d ln a at d/LT 0.1, 0.5, 4: 1.003, 1.081, 1.989
Intercept 10 nm too long: cured rho +2.5 %
d taken 5 nm too long: cured rho +9.1 %
Under-contact sheet resistance 200 ohm/sq:
  Rs a^2 / true 5.395; cured / true 1.079
Layer depth: 30 nm; rough mobility: 80 cm2/Vs
Carrier density implied: 2.60e+20 cm-3
Rough band bending: 0.5 eV; permittivity ratio: 11.7
Depletion width: 1.58 nm; Rs a^2 / true 4.721
Rc with depth spreading: 22.194 ohm (+2.6 %)
  Rs a^2 / true 4.926; cured / true 1.028
Silicide sheet resistance: 8 ohm/sq
  Rc 21.777 ohm; Rs a^2 / true 4.742
Test current: 10 uA; temperature: 300 K
Front interface drop: 0.216 mV; kT/q: 25.85 mV
```
